# How CCSD(T) can beat CCSDT for atomization energies: N2, F2, CO

**Q:** CCSDT treats triple excitations in full, while CCSD(T) only estimates them. How can the cheaper method give the better atomization energy?

**A:** Both methods omit the connected quadruples. CCSD(T) also makes an error in the triples, and the two errors can partly cancel. To state when this helps, let \(D\) be the energy of the separated atoms minus that of the molecule, without zero-point motion, so that a larger \(D\) means stronger binding. Define

\[
\delta_T=D[\text{CCSDT}]-D[\text{CCSD(T)}],\qquad
\delta_Q=D[\text{CCSDT(Q)}]-D[\text{CCSDT}],
\]

where (Q) is a perturbative estimate of the quadruples. Relative to CCSDT(Q), CCSDT is in error by \(-\delta_Q\) and CCSD(T) by \(-(\delta_T+\delta_Q)\). CCSD(T) is closer when

\[
(\delta_T+\delta_Q)^2<\delta_Q^2
\;\Longleftrightarrow\;
\delta_T(\delta_T+2\delta_Q)<0 .
\]

For \(\delta_Q>0\) the two factors must differ in sign, which gives \(-2\delta_Q<\delta_T<0\). The full triples must weaken the binding, but by less than twice what the quadruples restore.

**Q:** What exactly does the (T) estimate leave out?

**A:** Coupled-cluster theory writes the wavefunction as \(e^{T}|0\rangle\), with \(|0\rangle\) the Hartree–Fock determinant and \(T=T_1+T_2+\dots\), where \(T_n\) excites \(n\) electrons. The amplitudes \(t_\mu\), taken real, follow from

\[
\langle\mu|e^{-T}He^{T}|0\rangle=0,\qquad
e^{-T}He^{T}=H+[H,T]+\tfrac12[[H,T],T]+\dots
\]

for every excited determinant \(\mu\) up to the chosen rank. The energy is the same expression with \(\langle0|\) on the left. Since \(H\) changes at most two orbitals, and its element between \(|0\rangle\) and a single excitation vanishes for Hartree–Fock orbitals,

\[
E=E_{\rm HF}+\langle0|H(T_2+\tfrac12T_1^2)|0\rangle .
\]

Triples therefore act on the energy through \(T_1\) and \(T_2\).

Now split \(H=F+V\), with \(F\) the diagonal Fock operator. Let \(\Delta_\mu\) be the orbital energies of the particles minus those of the holes in \(\mu\). Then \(\langle\mu|[F,T]|0\rangle=\Delta_\mu t_\mu\). At lowest order the doubles and triples equations read

\[
\Delta_\mu t_\mu+\langle\mu|V|0\rangle=0\ \ (\text{doubles}),\qquad
\Delta_\mu t_\mu+w_\mu=0,\quad w_\mu=\langle\mu|VT_2|0\rangle\ \ (\text{triples}).
\]

Once \(T_3\) exists, it adds \(\langle\mu|VT_3|0\rangle\) to the doubles equation, so \(t_\mu\) shifts by \(-\langle\mu|VT_3|0\rangle/\Delta_\mu\). The energy shifts by

\[
-\sum_{\mu\in\text{doubles}}\frac{\langle0|V|\mu\rangle\langle\mu|VT_3|0\rangle}{\Delta_\mu}
=\langle0|T_2^\dagger VT_3|0\rangle
=-\sum_{\mu\in\text{triples}}\frac{w_\mu^2}{\Delta_\mu}.
\]

The first equality uses the lowest-order doubles, \(t_\mu=-\langle\mu|V|0\rangle/\Delta_\mu\). The second uses \(\langle0|T_2^\dagger V|\mu\rangle=w_\mu\) and \(t_\mu=-w_\mu/\Delta_\mu\). With positive gaps this part lowers the energy.

There is a similar path through the singles. \(T_3\) shifts them by \(-\langle\nu|VT_3|0\rangle/\Delta_\nu\), and that shift changes the energy through \(\langle0|T_2^\dagger V|\nu\rangle\). Since the leading singles are \(t_\nu=-\langle\nu|VT_2|0\rangle/\Delta_\nu\), the product is \(\langle0|T_1^\dagger VT_3|0\rangle\). CCSD(T) evaluates both terms with converged CCSD amplitudes:

\[
E_{(T)}=\langle0|(T_1+T_2)^\dagger VT_3|0\rangle .
\]

It thus leaves out the self-consistent response of \(T_1\) and \(T_2\) to \(T_3\), further products of \(T_1\) and \(T_2\) that generate triples, and the coupling of triples with one another.

**Q:** Do those omissions make (T) too large?

**A:** Not necessarily. Consider the coupling of triples. If \(K\) is the matrix by which \(V\) connects them, the triples equation becomes \((\Delta+K)t=-w\). For \(K\) small compared with \(\Delta\),

\[
t=-\Delta^{-1}w+\Delta^{-1}K\Delta^{-1}w-\dots,\qquad
w^{\mathsf T}t=-w^{\mathsf T}\Delta^{-1}w+w^{\mathsf T}\Delta^{-1}K\Delta^{-1}w-\dots
\]

The correction has the sign of \(K\) averaged over the triples present, and nothing derived here fixes that sign. The expansion also shows where (T) becomes unsafe: it needs \(K\) small compared with \(\Delta\) and small amplitudes. As a bond is stretched, the gaps shrink and the doubles amplitudes inside \(w_\mu\) grow, so \(\sum_\mu w_\mu^2/\Delta_\mu\) can grow strongly. The triples gaps need not approach zero for this: in a single bond such as that of F2 only one empty orbital comes down in energy. It holds two electrons, so every triple still reaches a high-lying orbital. For F2 in the 6-31G basis, stretched from 1.41 to 3.0 Å, \(\sum_\mu w_\mu^2\) grows about 6.4-fold and the weighted mean of \(1/\Delta_\mu\) only 1.3-fold, so the growth comes mainly through \(w_\mu\).

The method CCSDT-3 keeps the response and the extra products but drops the coupling of triples. Here and below this means every term of the triples equation that contains \(T_3\), other than \(\Delta_\mu t_\mu\). These are \(K\) itself and also products of \(T_3\) with \(T_1\) and \(T_2\), which need not be small. For CO in the minimal STO-3G basis, adding \(K\) to CCSDT-3 changes the total energy by \(-2.08\) kJ/mol, and adding the products then changes it by \(+1.28\) kJ/mol. It splits \(\delta_T\) into two computable parts:

\[
\delta_T=\bigl(D[\text{CCSDT-3}]-D[\text{CCSD(T)}]\bigr)
+\bigl(D[\text{CCSDT}]-D[\text{CCSDT-3}]\bigr).
\]

**Q:** And the quadruples? CCSD already contains \(\tfrac12T_2^2\), which excites four electrons.

**A:** That product describes two pair excitations with independent amplitudes. \(T_4\) is what remains when four electrons are correlated jointly. Its leading equation, for quadruply excited \(\mu\), is

\[
\Delta_\mu t_\mu=-\langle\mu|\,[V,T_3]+\tfrac12[[V,T_2],T_2]\,|0\rangle .
\]

The commutators remove the independent products. \(T_4\) reaches the energy by the route used above for \(T_3\). Its effect on the doubles gives \(\langle0|T_2^\dagger VT_4|0\rangle\). It also shifts each triple by \(-\langle\mu|VT_4|0\rangle/\Delta_\mu\). A shift of the triples changes the energy by \(w_\mu\) times the shift, and \(-w_\mu/\Delta_\mu=t_\mu\), so

\[
E_{(Q)}=\langle0|(T_2+T_3)^\dagger VT_4|0\rangle ,
\]

evaluated with converged CCSDT amplitudes.

This is not minus a sum of squares, because the factor that generates \(T_4\) differs from the factor that returns it to the energy. Quadruples need not lower the energy. For CO in the minimal STO-3G basis, \(E_{(Q)}\) is \(+0.91\) kJ/mol, and the full iterative treatment, CCSDTQ, gives \(+0.95\) kJ/mol.

**Q:** Then I need numbers in a better basis. What happens for N2?

**A:** I used the 6-31G basis, frozen 1s cores, restricted Hartree–Fock for molecules and unrestricted Hartree–Fock for atoms. The chosen bond lengths are 1.10 Å for N2, 1.41 Å for F2 and 1.13 Å for CO. For N2, in kJ/mol, CCSD(T) gives 691.73, CCSDT gives 691.35 and CCSDT(Q) gives 696.53. Hence

\[
\delta_T=-0.39,\qquad \delta_Q=696.53-691.35=5.18,\qquad
\delta_T+\delta_Q=4.79 .
\]

The rounded energies would give \(-0.38\) for \(\delta_T\); the value shown was rounded after subtraction, as are the differences below. CCSD(T) is 4.79 too low relative to CCSDT(Q), and CCSDT is 5.18 too low. The expected cancellation is present, but it removes only \(0.39/5.18\), about 7.5%, of the missing quadruples.

**Q:** Is it the same for F2 and CO?

**A:** F2 follows N2, more weakly. CO does not. In kJ/mol:

| | N2 | F2 | CO |
|---|---:|---:|---:|
| CCSDT-3 − CCSD(T) | −1.70 | −1.73 | 1.04 |
| CCSDT − CCSDT-3 | 1.31 | 1.60 | −0.40 |
| \(\delta_T\) | −0.39 | −0.13 | 0.64 |
| \(\delta_Q\) | 5.18 | 3.50 | 2.06 |
| CCSD(T) error | −4.79 | −3.38 | −2.69 |
| CCSDT error | −5.18 | −3.50 | −2.06 |

The errors are relative to CCSDT(Q). In CO the full triples strengthen the binding, so the triples error of CCSD(T) and the missing quadruples act in the same direction and CCSDT is better by \(\delta_T=0.64\).

The first two rows show why \(\delta_T\) is small. In N2 and F2, response and extra products weaken the binding by about 1.7, and the coupling of triples restores most of it. In CO both parts have the opposite sign and offset each other less, 0.40 against 1.04. In all three molecules the two parts of \(\delta_T\) oppose each other, so \(\delta_T\) is a difference of two terms, and in this basis its sign differs between the molecules.

**Q:** Does a negative \(\delta_T\) mean that (T) overestimates the triples in the molecule?

**A:** Not by itself, because the atoms change too. If \(\epsilon\) is the change in total energy from CCSD(T) to CCSDT, then \(\delta_T=\epsilon_{\rm atoms}-\epsilon_{\rm molecule}\). In kJ/mol,

\[
\begin{aligned}
\text{N2}:&\quad -0.22-0.16=-0.38,\\
\text{F2}:&\quad -0.32-(-0.19)=-0.13,\\
\text{CO}:&\quad -0.55-(-1.19)=0.64 .
\end{aligned}
\]

The N2 line subtracts rounded terms; unrounded, it gives the \(-0.39\) of the table. Only in N2 does CCSDT raise the molecular energy. In F2 it lowers the molecule, but lowers the two atoms more, and the binding weakens for that reason.

The quadruples are different: they come almost wholly from the molecule. They lower N2 by 5.21 and its atoms by 0.03, F2 by 3.83 and its atoms by 0.33, and CO by 2.11 and its atoms by 0.06.

**Q:** CCSDT(Q) is itself approximate. Could a better reference reverse the ranking?

**A:** One can say how large the change would have to be. Of two estimates, the higher one is closer to the true value when that value lies above their midpoint. For N2 the midpoint of CCSD(T) and CCSDT is \((691.73+691.35)/2=691.54\) kJ/mol, which is 4.99 below CCSDT(Q). The terms beyond (Q) would have to reduce \(D\) by more than that. The corresponding margins are 3.44 for F2 and 2.37 for CO.

For the atoms, full configuration interaction in the same basis differs from CCSDT(Q) by less than 0.02 kJ/mol each. For the molecules in 6-31G I have not computed the remainder. The numerical check compares two independent codes on minimal-basis CO and confirms that \(\delta_Q\) is positive for all three molecules in 6-31G.

**Q:** So can I tell my colleagues that CCSD(T) usually beats CCSDT against experiment?

**A:** These calculations do not establish "usually". They show the mechanism in two of three molecules, with a small gain, and a counterexample in the third. They also say little about agreement with experiment, because 6-31G has no polarization functions. The measured atomization energy of N2, with zero-point motion removed as in the definition of \(D\), is roughly 960 kJ/mol, some 260 above the best value here, so the basis error far exceeds the effects under discussion. Both \(\delta_T\) and \(\delta_Q\) can change with the basis, and the sign of so small a \(\delta_T\) should not be carried over to a larger one.

For a composite scheme, the practical conclusion is to treat \(\delta_T\) and \(\delta_Q\) as a pair. Adding \(\delta_T\) alone moves N2 and F2 away from the CCSDT(Q) result, although it moves CO towards it. Adding both reaches CCSDT(Q) in each case, without relying on a cancellation that, in this basis, occurs in only two of the three molecules.

## Computed results

```
Test, CO in STO-3G, frozen core
largest difference of the two codes: 1.2e-08 hartree
(Q) energy: 0.911 kJ/mol
CCSDTQ - CCSDT: 0.953 kJ/mol
full CI - CCSDT: 0.648 kJ/mol
Atoms, 6-31G, frozen core: energies in hartree; remainder in kJ/mol
C: HF -37.677837, CCSDT(Q) -37.715289, full CI - CCSDT(Q) -0.001
N: HF -54.385008, CCSDT(Q) -54.419074, full CI - CCSDT(Q) -0.006
O: HF -74.780310, CCSDT(Q) -74.838591, full CI - CCSDT(Q) -0.015
F: HF -99.360860, CCSDT(Q) -99.446570, full CI - CCSDT(Q) -0.017
Molecules, 6-31G, frozen core: all energies below in kJ/mol
N2: bond length 1.10 angstrom
  D: HF 256.26, CCSD 672.62, CCSD(T) 691.73
  D: CCSDT-3 690.04, CCSDT 691.35, CCSDT(Q) 696.53
  (T) share of D: 19.12
  dT = CCSDT - CCSD(T): -0.39
    CCSDT-3 - CCSD(T): -1.70
    CCSDT - CCSDT-3: 1.31
  dQ = CCSDT(Q) - CCSDT: 5.18
  total-energy change CCSDT - CCSD(T): molecule 0.16, atoms -0.22
  total-energy change (Q): molecule -5.21, atoms -0.03
  deviation from CCSDT(Q): CCSD(T) -4.79, CCSDT -5.18
F2: bond length 1.41 angstrom
  D: HF -198.56, CCSD 57.93, CCSD(T) 69.73
  D: CCSDT-3 68.00, CCSDT 69.60, CCSDT(Q) 73.11
  (T) share of D: 11.80
  dT = CCSDT - CCSD(T): -0.13
    CCSDT-3 - CCSD(T): -1.73
    CCSDT - CCSDT-3: 1.60
  dQ = CCSDT(Q) - CCSDT: 3.50
  total-energy change CCSDT - CCSD(T): molecule -0.19, atoms -0.32
  total-energy change (Q): molecule -3.83, atoms -0.33
  deviation from CCSDT(Q): CCSD(T) -3.38, CCSDT -3.50
CO: bond length 1.13 angstrom
  D: HF 548.92, CCSD 843.71, CCSD(T) 863.78
  D: CCSDT-3 864.82, CCSDT 864.42, CCSDT(Q) 866.47
  (T) share of D: 20.07
  dT = CCSDT - CCSD(T): 0.64
    CCSDT-3 - CCSD(T): 1.04
    CCSDT - CCSDT-3: -0.40
  dQ = CCSDT(Q) - CCSDT: 2.06
  total-energy change CCSDT - CCSD(T): molecule -1.19, atoms -0.55
  total-energy change (Q): molecule -2.11, atoms -0.06
  deviation from CCSDT(Q): CCSD(T) -2.69, CCSDT -2.06
dT lowers binding in 2 of 3 molecules
CCSD(T) is closer to CCSDT(Q) than CCSDT in 2 of 3
conversion: 1 hartree = 2625.500 kJ/mol
```

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
